# Exact median plotting positions for ordered breakdown times and Benard's approximation: a numerical check

```python
"""Median plotting positions for ordered failure times.

Result under test: for n independent failure times with continuous cdf F,
the i-th ordered time has median F^-1(m), where m solves
I_m(i, n-i+1) = 1/2 (I = regularized incomplete beta function).
Benard's approximation is (i-0.3)/(n+0.4).
Weibull law: F(t) = 1 - exp(-(t/scale)^shape).
Weibull ordinate: y = ln(-ln(1-F)); fits regress ln t on y.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import betainc


def median_rank(i, n):
    return brentq(lambda u: betainc(i, n - i + 1, u) - 0.5,
                  0.0, 1.0, xtol=1e-15, rtol=1e-14)


def benard(i, n):
    return (i - 0.3) / (n + 0.4)


def at_least(i, n, u):
    """Probability that at least i of n uniform values lie below u."""
    return sum(math.comb(n, k) * u**k * (1 - u)**(n - k)
               for k in range(i, n + 1))


def gamma_median(i):
    def excess(g):
        return sum(math.exp(-g) * g**k / math.factorial(k)
                   for k in range(i)) - 0.5
    return brentq(excess, 0.0, i + 5.0, xtol=1e-14)


def ordinate(position):
    return np.log(-np.log1p(-position))


def fit_weibull(times, positions):
    """Least squares of ln t on y; works on one sample or on rows."""
    y = ordinate(positions)
    yc = y - y.mean()
    log_t = np.log(times)
    slope = log_t @ yc / (yc @ yc)
    return 1 / slope, np.exp(log_t.mean(axis=-1) - slope * y.mean())


# Beta density from the binomial count, symbolically
u = sp.symbols("u")
for i in range(1, 7):
    cdf = sum(sp.binomial(6, k) * u**k * (1 - u)**(6 - k)
              for k in range(i, 7))
    density = (sp.factorial(6) / (sp.factorial(i - 1) * sp.factorial(6 - i))
               * u**(i - 1) * (1 - u)**(6 - i))
    assert sp.expand(sp.diff(cdf, u) - density) == 0

# Example parameters
n = 10
shape, scale = 2.0, 1000.0             # -, s
thickness, voltage = 4.0, 4.4          # nm, V
field = 10 * voltage / thickness       # MV/cm
field_acceleration = 3.0               # per MV/cm, in ln(time)
thickness_spread = 0.01                # relative standard deviation
temperature, offset = 398.0, 1.0       # K, K
activation = 0.7                       # eV
poll = 5.0                             # s between readouts
defect_fraction, early_time = 0.01, 10.0
target = 1e-4                          # cumulative failures, 100 ppm

ranks = np.arange(1, n + 1)
exact = np.array([median_rank(i, n) for i in ranks])
approx = benard(ranks, n)
for i, m in zip(ranks, exact):
    assert abs(at_least(int(i), n, m) - 0.5) < 1e-11
assert abs(exact[0] - (1 - 2**(-1 / n))) < 1e-12
assert abs(exact[-1] - 2**(-1 / n)) < 1e-12
assert np.allclose(exact + exact[::-1], 1, atol=1e-12)
assert abs(median_rank(4, 7) - benard(4, 7)) < 1e-12

# Medians of simulated ordered times
rng = np.random.default_rng(12345)
runs = 100000
mc_tol = 5 * 0.5 / math.sqrt(runs)     # five standard errors
base = scale * rng.weibull(shape, (runs, n))
ordered = np.sort(base, axis=1)
true_medians = scale * (-np.log1p(-exact))**(1 / shape)
assert np.all(abs((ordered <= true_medians).mean(axis=0) - 0.5) < mc_tol)

# The mean is not carried through F
mean_first = scale * quad(lambda x: math.exp(-n * x**shape), 0, 5)[0]
f_mean_first = 1 - math.exp(-(mean_first / scale)**shape)
closed = 1 - math.exp(-math.gamma(1 + 1 / shape)**shape / n)
assert abs(f_mean_first - closed) < 1e-8
assert abs(f_mean_first - 1 / (n + 1)) > 0.005

# Large-n laws: interior ranks, then fixed ranks
interior = [median_rank(k // 5, k) - (k // 5 - 1 / 3) / (k + 1 / 3)
            for k in (200, 400)]
interior_ratio = interior[0] / interior[1]
assert 3.8 < interior_ratio < 4.2
big = 2000
scaled_error = big * (benard(400, big) - median_rank(400, big))
interior_law = (1 - 2 * 400 / big) / 30
assert abs(scaled_error - interior_law) < 2e-4
g = np.array([gamma_median(i) for i in range(1, 41)])
for i in range(1, 6):
    assert abs(100000 * median_rank(i, 100000) - g[i - 1]) < 2e-4
assert abs(g[0] - math.log(2)) < 1e-12
assert abs(g[39] - (40 - 1 / 3)) < 1e-3
limit_rel = (np.arange(1, 41) - 0.3) / g - 1
assert np.argmax(limit_rel) == 1

# Scan of Benard's error, lower half of the ranks (symmetry gives the rest)
worst_abs, worst_rel, first_above = (0, 0, 0), (0, 0, 0), None
for size in range(2, 201):
    for i in range(1, size // 2 + 1):
        m = median_rank(i, size)
        err = benard(i, size) - m
        assert size * abs(err) < 1 / 30
        worst_abs = max(worst_abs, (abs(err), size, i))
        worst_rel = max(worst_rel, (abs(err) / m, size, i))
        if i == 1 and err > 0 and first_above is None:
            first_above = size
assert worst_rel[0] < limit_rel[1]

# Effect of positions on a noise-free sample at the true medians
y = ordinate(exact)
yc = y - y.mean()
predicted = yc @ (ordinate(approx) - y) / (yc @ yc)
shape_b, scale_b = fit_weibull(true_medians, approx)
assert abs(shape_b / shape - 1 - predicted) < 1e-4
shape_mean = fit_weibull(true_medians, ranks / (n + 1))[0]
shape_mid = fit_weibull(true_medians, (ranks - 0.5) / n)[0]


def life(k, s):
    return s * (-math.log1p(-target))**(1 / k)


# Sampling scatter of the fit, and one simulated experiment
mc_shape, mc_scale = fit_weibull(ordered, exact)
q_shape = np.quantile(mc_shape, [0.16, 0.5, 0.84])
q_life = np.quantile(life(mc_shape, mc_scale), [0.16, 0.5, 0.84])
assert abs(shape_b - shape) < 0.05 * (q_shape[2] - q_shape[0])
sample = np.sort(scale * np.random.default_rng(7).weibull(shape, n))
sample_exact = fit_weibull(sample, exact)
sample_benard = fit_weibull(sample, approx)


# Thickness spread: shift of ln(scale) at fixed voltage
def log_shift(relative_thickness):
    return field_acceleration * field * (1 - 1 / (1 + relative_thickness))


nodes, weights = np.polynomial.hermite.hermgauss(40)
weights = weights / weights.sum()
shifts = log_shift(math.sqrt(2) * thickness_spread * nodes)


def mixed_cdf(t):
    return weights @ -np.expm1(-(t / (scale * np.exp(shifts)))**shape)


mixed_medians = np.array([brentq(lambda t: mixed_cdf(t) - m, 1e-3, 1e5)
                          for m in exact])
shape_mixed = fit_weibull(mixed_medians, exact)[0]
individual = log_shift(thickness_spread * rng.standard_normal((runs, n)))
mixed = np.sort(base * np.exp(individual), axis=1)
assert np.all(abs((mixed <= mixed_medians).mean(axis=0) - 0.5) < mc_tol)

# The same offset shared by all devices of a run: independence is lost
common = log_shift(thickness_spread * rng.standard_normal((runs, 1)))
shared_mc = ((ordered * np.exp(common))[:, 0] <= mixed_medians[0]).mean()
shared = weights @ -np.expm1(
    -n * (mixed_medians[0] / (scale * np.exp(shifts)))**shape)
assert abs(shared_mc - shared) < mc_tol
assert shared < 0.49

# Other neglected effects
k_ev = constants.k / constants.e
thermal = math.expm1(activation / k_ev
                     * (1 / temperature - 1 / (temperature + offset)))
shape_poll = fit_weibull(true_medians + poll / 2, exact)[0]
nine = np.array([median_rank(i, n - 1) for i in range(1, n)])
with_early = np.append(early_time, scale * (-np.log1p(-nine))**(1 / shape))
shape_early = fit_weibull(with_early, exact)[0]
chance_early = 1 - (1 - defect_fraction)**n

print(f"devices {n}; Weibull shape {shape:.1f}; scale {scale:.0f} s")
print(f"thickness {thickness:.1f} nm; voltage {voltage:.1f} V; "
      f"field {field:.1f} MV/cm")
print("i  exact    Benard   Benard-exact  y(exact)  simulated t (s)")
for i, m, b, yy, t in zip(ranks, exact, approx, y, sample):
    print(f"{i:2d} {m:.5f}  {b:.5f}  {b-m:+.5f}      {yy:+.4f}   {t:.1f}")
print(f"largest relative error, lower half, n=10: "
      f"{100*np.max(abs(approx/exact-1)[:n//2]):.3f} %")
print(f"F at mean first failure time: {f_mean_first:.5f}; "
      f"1/(n+1): {1/(n+1):.5f}")
print(f"interior remainder ratio, n=200 to 400: {interior_ratio:.3f}")
print(f"n*(Benard-exact), n=2000, i=400: {scaled_error:.5f}; "
      f"law {interior_law:.5f}")
for i in range(1, 5):
    print(f"large-n limit i={i}: n*m = {g[i-1]:.5f}; "
          f"Benard relative error {100*limit_rel[i-1]:.3f} %")
print(f"largest |error|, n=2..200: {worst_abs[0]:.5f} "
      f"at n={worst_abs[1]}, i={worst_abs[2]}")
print(f"largest relative error, n=2..200: {100*worst_rel[0]:.3f} % "
      f"at n={worst_rel[1]}, i={worst_rel[2]}")
print(f"first n with Benard above exact at i=1: {first_above}")
print("Noise-free sample at the true medians (true shape above):")
print(f"  shape, Benard: {shape_b:.4f}; change "
      f"{100*(shape_b/shape-1):+.3f} %; first order {100*predicted:+.3f} %")
print(f"  scale, Benard: {scale_b:.2f} s")
print(f"  100 ppm life: exact {life(shape, scale):.3f} s; "
      f"Benard {life(shape_b, scale_b):.3f} s")
print(f"  shape with i/(n+1): {shape_mean:.4f}; "
      f"with (i-0.5)/n: {shape_mid:.4f}")
print("Simulated sample of the table:")
for name, (k, s) in (("exact", sample_exact), ("Benard", sample_benard)):
    print(f"  {name}: shape {k:.4f}; scale {s:.2f} s; "
          f"100 ppm life {life(k, s):.3f} s")
print(f"Scatter over {runs} simulated samples, 16/50/84 %:")
print("  shape " + ", ".join(f"{v:.3f}" for v in q_shape))
print("  100 ppm life (s) " + ", ".join(f"{v:.2f}" for v in q_life))
print("Neglected effects:")
print(f"  thickness spread {100*thickness_spread:.1f} %, acceleration "
      f"{field_acceleration:.1f} per MV/cm: shape {shape_mixed:.3f}")
print(f"  same spread shared by a run: P(first <= its nominal median) "
      f"= {shared:.4f}")
print(f"  offset {offset:.1f} K at {temperature:.0f} K, "
      f"{activation:.1f} eV: scale error {100*thermal:.2f} %")
print(f"  readout every {poll:.0f} s (mean delay half): "
      f"shape {shape_poll:.4f}")
print(f"  one early failure at {early_time:.0f} s: shape {shape_early:.3f}")
print(f"  chance of any, defect fraction {100*defect_fraction:.0f} %: "
      f"{100*chance_early:.2f} %")
print("all good")
```

Printed output:

```
devices 10; Weibull shape 2.0; scale 1000 s
thickness 4.0 nm; voltage 4.4 V; field 11.0 MV/cm
i  exact    Benard   Benard-exact  y(exact)  simulated t (s)
 1 0.06697  0.06731  +0.00034      -2.6691   98.8
 2 0.16226  0.16346  +0.00120      -1.7313   454.5
 3 0.25857  0.25962  +0.00104      -1.2067   548.2
 4 0.35510  0.35577  +0.00067      -0.8240   754.0
 5 0.45169  0.45192  +0.00023      -0.5093   758.5
 6 0.54831  0.54808  -0.00023      -0.2297   841.1
 7 0.64490  0.64423  -0.00067      +0.0347   946.1
 8 0.74143  0.74038  -0.00104      +0.3020   1012.5
 9 0.83774  0.83654  -0.00120      +0.5980   1676.1
10 0.93303  0.93269  -0.00034      +0.9946   1839.5
largest relative error, lower half, n=10: 0.739 %
F at mean first failure time: 0.07553; 1/(n+1): 0.09091
interior remainder ratio, n=200 to 400: 4.022
n*(Benard-exact), n=2000, i=400: 0.01997; law 0.02000
large-n limit i=1: n*m = 0.69315; Benard relative error 0.989 %
large-n limit i=2: n*m = 1.67835; Benard relative error 1.290 %
large-n limit i=3: n*m = 2.67406; Benard relative error 0.970 %
large-n limit i=4: n*m = 3.67206; Benard relative error 0.761 %
largest |error|, n=2..200: 0.00125 at n=8, i=2
largest relative error, n=2..200: 1.259 % at n=200, i=2
first n with Benard above exact at i=1: 5
Noise-free sample at the true medians (true shape above):
  shape, Benard: 1.9936; change -0.319 %; first order -0.319 %
  scale, Benard: 1000.35 s
  100 ppm life: exact 10.000 s; Benard 9.857 s
  shape with i/(n+1): 1.7906; with (i-0.5)/n: 2.1825
Simulated sample of the table:
  exact: shape 1.4360; scale 1030.05 s; 100 ppm life 1.688 s
  Benard: shape 1.4308; scale 1030.70 s; 100 ppm life 1.650 s
Scatter over 100000 simulated samples, 16/50/84 %:
  shape 1.468, 1.978, 2.720
  100 ppm life (s) 1.79, 9.39, 34.72
Neglected effects:
  thickness spread 1.0 %, acceleration 3.0 per MV/cm: shape 1.760
  same spread shared by a run: P(first <= its nominal median) = 0.4547
  offset 1.0 K at 398 K, 0.7 eV: scale error 5.25 %
  readout every 5 s (mean delay half): shape 2.0083
  one early failure at 10 s: shape 0.854
  chance of any, defect fraction 1 %: 9.56 %
all good
```
